# Why a Disc Top-Hat Cannot Be a Roughness Correlation

An electron moving along a quantum well is affected by changes in the well's width. Where the well is narrower its confinement energy is higher, so a rough interface acts on the electron as a random potential. To calculate the scattering one needs to know how high the roughness is and how the heights at different points are correlated. A tempting choice is to say that heights closer together than some distance $a$ are fully correlated, and heights farther apart are not correlated at all. This rule, suggested by a picture of flat islands of radius $a$, makes the correlation function a disc. Put into the standard scattering formula, it can give a negative mobility. The fault lies in the correlation function, because no surface can have it.

## What a correlation function must satisfy

Let $h(\mathbf r)$ be the real height deviation of the interface at the point $\mathbf r$ of the plane. It has zero mean, and its statistics are the same everywhere. Its correlation function is

$$C(\mathbf r)=\langle h(\mathbf r_0)\,h(\mathbf r_0+\mathbf r)\rangle,\qquad C(0)=\Delta^2,$$

where the brackets average over surfaces and $\Delta$ is the rms height. The proposed top-hat is $C=\Delta^2$ for $r<a$ and $C=0$ for $r>a$. The roughness power spectrum is

$$S(\mathbf q)=\int C(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^2r .$$

With $h$ in nm, $S$ is in nm$^4$. It measures the strength of the ripple with wavevector $\mathbf q$, and so it cannot be negative. To see this, take a smooth window of width $\ell$ and form the ripple amplitude

$$A(\mathbf q)=\int e^{-r^2/2\ell^2}\,h(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^2r .$$

Its mean square contains two positions, $\mathbf r_1=\mathbf R+\mathbf r/2$ and $\mathbf r_2=\mathbf R-\mathbf r/2$. Since $r_1^2+r_2^2=2R^2+r^2/2$, the two windows multiply to $e^{-R^2/\ell^2}e^{-r^2/4\ell^2}$. The height average depends on $\mathbf r$ alone, and the integral over $\mathbf R$ gives $\pi\ell^2$. Hence

$$P_\ell(\mathbf q)\equiv\frac{\langle|A(\mathbf q)|^2\rangle}{\pi\ell^2}=\int C(\mathbf r)\,e^{-r^2/4\ell^2}e^{-i\mathbf q\cdot\mathbf r}\,d^2r\;\ge 0 .$$

The left side is the average of a squared modulus. As $\ell\to\infty$ the extra Gaussian tends to one, and for integrable $C$ the right side tends to $S(\mathbf q)$. A limit of non-negative numbers is non-negative, so $S(\mathbf q)\ge0$. Nothing here assumes that the heights are Gaussian.

The condition is also sufficient when $S$ is integrable and $C$ continuous. Draw a wavevector $\mathbf q$ with probability density $S(\mathbf q)/(4\pi^2\Delta^2)$ and a phase $\varphi$ uniformly from $0$ to $2\pi$, and set $h=\sqrt2\,\Delta\cos(\mathbf q\cdot\mathbf r+\varphi)$. Averaging over the phase leaves $\Delta^2\cos(\mathbf q\cdot\mathbf r)$, and averaging over $\mathbf q$ restores $C(\mathbf r)$. This construction needs a probability density, and a negative $S$ does not supply one.

## The transform of the disc

In polar coordinates the angular integral of the plane wave is $2\pi J_0(qr)$, so

$$S(q)=2\pi\Delta^2\int_0^a rJ_0(qr)\,dr=\frac{2\pi\Delta^2}{q^2}\int_0^{qa}xJ_0(x)\,dx .$$

Bessel's equation for $J_0$ can be written $(xJ_0')'=-xJ_0$. Because $J_0'=-J_1$, this says $(xJ_1)'=xJ_0$. The integral is therefore $qa\,J_1(qa)$, and

$$S(q)=2\pi\Delta^2a^2\,\frac{J_1(qa)}{qa}.$$

For small $q$, $J_1(x)\approx x/2$ gives $S(0)=\pi a^2\Delta^2$, the area under the top-hat. At larger $q$ the function $J_1$ changes sign. The first negative band is

$$3.83<qa<7.02 .$$

To find the deepest point, use $J_1'=J_0-J_1/x$ and $J_0+J_2=2J_1/x$:

$$\frac{d}{dx}\frac{J_1}{x}=\frac{1}{x}\left(J_0-\frac{2J_1}{x}\right)=-\frac{J_2}{x}.$$

The minimum lies at the first positive zero of $J_2$, $qa=5.14$, where $S=-0.132\,S(0)$.

The sign can be understood by cutting the disc into strips along the wave crests. A strip at distance $x$ from the centre has length $2\sqrt{a^2-x^2}$ and enters with weight $\cos qx$. At $qa=5.14$ the cosine is negative for $0.31a<|x|<0.92a$. These two broad bands outweigh the positive middle and the short strips at the rim.

An infinite surface is not needed to expose the contradiction. For a window with $\ell=1.5a$, numerical integration of the formula for $P_\ell$ at $qa=5.14$ gives $-0.118\,S(0)$. The mean square of an amplitude measured over a patch a few radii wide would already be negative.

Nor is the negative power a small correction. The height variance carried by wavevectors below $Q$ is

$$\int_{q<Q}S\,\frac{d^2q}{4\pi^2}=\Delta^2a\int_0^QJ_1(qa)\,dq=\Delta^2\,[1-J_0(Qa)].$$

Up to $Qa=3.83$ this is $1.40\,\Delta^2$, more than the whole variance of the surface. The next band contributes $-0.70\,\Delta^2$. The top-hat has the right total variance only because some ripples take variance away.

## The same contradiction with three heights

The Fourier transform reveals the fault, but its cause can be seen in real space. Consider the mean-square height difference

$$D(r)=\langle[h(\mathbf r)-h(0)]^2\rangle=2[C(0)-C(r)].$$

For the top-hat, $D(r)=0$ whenever $r<a$. A square with zero average is zero with probability one, so any two points closer than $a$ have equal heights. Now put three points on a line with spacing $s$, where $a/2<s<a$. The first height equals the second and the second equals the third, so the first must equal the third. But their distance $2s$ exceeds $a$, and the top-hat declares them uncorrelated. Perfect correlation is passed from neighbour to neighbour and cannot stop at a fixed distance.

The contradiction can be put as a number. Expanding the square gives

$$\langle(h_1-h_2+h_3)^2\rangle=3C(0)-4C(s)+2C(2s)=(3-4+0)\Delta^2=-\Delta^2 .$$

A variance of $-\Delta^2$ is impossible. This version needs no integrals and no wavevectors.

It is natural to blame the sharp edge and to round it off. That need not help. Let $u=h(\mathbf r)-h(0)$ and $v=h(2\mathbf r)-h(\mathbf r)$. Since $(u+v)^2=2u^2+2v^2-(u-v)^2\le2u^2+2v^2$, and $u^2$ and $v^2$ both average to $D(r)$,

$$D(2r)\le4D(r).$$

This limits how flat the top of a correlation function may be. Take $C=\Delta^2e^{-(r/a)^4}$, which is smooth everywhere. Near the origin $D\approx2\Delta^2(r/a)^4$, so doubling the distance multiplies $D$ by nearly 16. At $r=0.2a$ the factor is 15.8, far above the permitted 4. Numerical transformation shows negative power here too, reaching about $-0.056\,S(0)$ near $qa=5.1$. For the Gaussian $C=\Delta^2e^{-r^2/a^2}$ the corresponding factor is 3.77, which is allowed.

Repeating the inequality gives $D(r)\le4^nD(r/2^n)$. If $D$ vanished faster than $r^2$ at small distance, the right side would tend to zero as $n$ grows, and the surface would be flat. On a truly rough surface, heights must begin to differ at least that quickly.

## What disc-shaped islands really give

The picture of flat islands is not itself absurd. The mistake is to give the correlation function the shape of the island. Scatter discs of radius $a$ independently over the plane with mean density $\nu$, and give each an independent random height with zero mean and variance $\sigma^2$. Where discs overlap, their heights add. Different discs are uncorrelated, so two points are correlated only through discs that cover both. The centre of such a disc must lie within $a$ of each point, that is, in the overlap of two circles whose centres are $r$ apart. Therefore

$$C(r)=\nu\sigma^2\,\mathcal A(r)=\Delta^2\,\frac{\mathcal A(r)}{\pi a^2},\qquad \Delta^2=\nu\sigma^2\pi a^2 .$$

The overlap $\mathcal A$ consists of two equal circular segments. Each is a sector of area $a^2\arccos(r/2a)$ minus a triangle of area $(r/2)\sqrt{a^2-r^2/4}$. With $u=r/2a\le1$,

$$C(r)=\frac{2\Delta^2}{\pi}\left[\arccos u-u\sqrt{1-u^2}\right],$$

and $C=0$ beyond $r=2a$. The correlation starts to fall at once, because two points however close may lie on opposite sides of an island's edge. At $r=a$ it is $0.39\,\Delta^2$, where the top-hat drops from $\Delta^2$ to zero.

The overlap area is the disc's shape correlated with itself, so its transform is the square of the disc's transform, $(2\pi aJ_1(qa)/q)^2$. Dividing by $\pi a^2$ gives

$$S(q)=\frac{4\pi\Delta^2J_1^2(qa)}{q^2}\ge0 .$$

The island's transform may change sign, since it is an amplitude. The roughness power contains its square. The top-hat model uses the amplitude where the power belongs.

## How the fault reaches the mobility

For a well of width $L$ with hard walls, the lowest confinement energy is $E_1=\pi^2\hbar^2/2mL^2$. A small width change $h$ shifts it by $-Fh$, with

$$F=\left|\frac{dE_1}{dL}\right|=\frac{2E_1}{L}.$$

Let one interface be rough, and let the electrons occupy one parabolic, isotropic subband. In a sample of area $\Omega$, the mean-square matrix element between plane waves is $F^2S(q)/\Omega$. Fermi's golden rule, in lowest order and without screening, gives the momentum relaxation rate

$$\frac1\tau=\frac{2\pi}{\hbar}\int\frac{k'dk'd\theta}{4\pi^2}F^2S(q)(1-\cos\theta)\,\delta(E_{k'}-E_k).$$

Using $k'dk'=m\,dE_{k'}/\hbar^2$ removes the delta function:

$$\frac1\tau=\frac{mF^2}{2\pi\hbar^3}\int_0^{2\pi}S(q)(1-\cos\theta)\,d\theta,\qquad q=2k\sin\frac\theta2 .$$

Every factor except $S$ is non-negative. A valid correlation cannot make this rate negative.

For the top-hat the integral can be done in closed form. Write $x=ka$ and $\phi=\theta/2$, so that $1-\cos\theta=2\sin^2\phi$. The range $0<\theta<2\pi$ becomes four copies of $0<\phi<\pi/2$, including the factor from $d\theta=2d\phi$. Then

$$\int_0^{2\pi}S(1-\cos\theta)\,d\theta=\frac{8\pi\Delta^2a^2}{x}\int_0^{\pi/2}\sin\phi\,J_1(2x\sin\phi)\,d\phi .$$

The remaining integral follows from an average over two directions. Since $J_0(x)$ is the average of $e^{ix\cos\alpha}$ over $\alpha$, $J_0^2(x)$ is the average of $e^{ix(\cos\alpha-\cos\beta)}$ over independent $\alpha$ and $\beta$. Two vectors of length $x$ at these angles differ by a vector of length $2x|\sin[(\alpha-\beta)/2]|$. Averaging first over a common rotation, and then over the angle between them, gives

$$J_0^2(x)=\frac2\pi\int_0^{\pi/2}J_0(2x\sin\phi)\,d\phi .$$

Differentiating both sides with respect to $x$ and cancelling $-2$ yields

$$\int_0^{\pi/2}\sin\phi\,J_1(2x\sin\phi)\,d\phi=\frac\pi2J_0(x)J_1(x).$$

Thus

$$\frac1\tau=\frac{2\pi mF^2\Delta^2a^2}{\hbar^3}\,\frac{J_0(ka)J_1(ka)}{ka}.$$

When $ka\ll1$, the last fraction tends to $1/2$ and the rate is positive. The electron's wavelength is then too long to resolve the shape of the correlation, and only $S(0)$ matters. The largest momentum transfer is $2k$, so negative probabilities first appear when $2ka>3.83$, or $ka>1.92$. Up to $ka=2.405$ the total rate is still positive and hides them. For $2.405<ka<3.832$ the total itself is negative.

## Electrons in a CdTe well

Take rough typical values for a CdTe quantum well: mass $m=0.10\,m_e$, width $L=10$ nm, electron density $n=5\times10^{11}$ cm$^{-2}$ and $\Delta=0.30$ nm, about one atomic step. Let $a=15$ nm. CdTe has a single isotropic conduction valley, so with two spin states

$$k_F=\sqrt{2\pi n}=\sqrt{2\pi(0.005\ \text{nm}^{-2})}=0.177\ \text{nm}^{-1},\qquad k_Fa=2.66 .$$

This lies inside the forbidden window. The negative band runs from 0.255 to 0.468 nm$^{-1}$, and electrons at the Fermi energy reach it up to $2k_F=0.354$ nm$^{-1}$. The power is 63.6 nm$^4$ at $q=0$ and $-8.4$ nm$^4$ at the minimum. Scattering through more than 92° has negative probability.

The confinement energy is $E_1=37.6$ meV, so $F=2(37.6)/10=7.52$ meV/nm. The prefactor of the rate is $1.43\times10^{13}$ s$^{-1}$, and the Bessel fraction is $-0.021$. Their product is $-3.0\times10^{11}$ s$^{-1}$. At zero temperature, $\mu=e\tau/m$ then gives the following mobilities, with $\Delta$, $a$ and $S(0)$ the same in all three cases:

| Correlation | Mobility (cm²/Vs) |
|---|---|
| Disc top-hat | $-5.8\times10^4$ |
| Overlap of discs | $+7.0\times10^4$ |
| Gaussian | $+7.0\times10^4$ |

A negative mobility in this equilibrium linear-response problem would mean that roughness speeds up a drifting electron gas. With $a$ fixed, the top-hat predicts it for all densities from $4.1\times10^{11}$ to $1.04\times10^{12}$ cm$^{-2}$. The two valid models must agree at low density, where only $S(0)$ matters, but their near agreement at this density is accidental and depends on the neglect of screening; with screening the disc-overlap rate is about a third larger than the Gaussian rate.

Screening does not rescue the top-hat. It divides $S$ by $\epsilon^2(q)$, with

$$\epsilon(q)=1+\frac{q_{TF}}{q}G(q),\qquad G(q)=\iint\rho(z)\rho(z')e^{-q|z-z'|}dz\,dz',$$

where $\rho$ is the electron density profile across the well. For a rough dielectric constant of 10, $q_{TF}=me^2/(2\pi\epsilon_0\epsilon_r\hbar^2)=0.378$ nm$^{-1}$. Since $\epsilon$ falls as $q$ rises, the positive power at small $q$ is reduced more than the negative power beyond it. Numerical integration gives $-2.0\times10^{11}$ s$^{-1}$ for the top-hat, and reduces the Gaussian rate from $2.5\times10^{11}$ to $3.5\times10^{10}$ s$^{-1}$.

Temperature can conceal the fault. If the electron gas drifts as a rigidly shifted Fermi distribution, its momentum-loss rate is the average of $1/\tau$ over energy with weight $E(-\partial f/\partial E)$, where $f$ is the Fermi function. At fixed density the unscreened top-hat then gives $-3.0\times10^{11}$ s$^{-1}$ at 4.2 K but $+4.0\times10^{10}$ s$^{-1}$ at 77 K. The rate is negative only for energies between about 10 and 25 meV in the range that matters here, and at 77 K this window still holds 58% of the weight, but the positive contribution from energies outside it is larger. With static screening, thermally smeared, the average at 77 K stays negative, about $-9\times10^{10}$ s$^{-1}$, so the concealment at this temperature belongs to the unscreened model. Impurities and phonons can conceal it as well: an added positive rate larger than about $3.0\times10^{11}$ s$^{-1}$ makes the unscreened, hard-wall low-temperature total positive. A positive total does not make the correlation valid.

Besides screening, the hard wall also needs a large correction in a real well. With a rough barrier height of 200 meV and equal masses, the electron leaks into the barrier, and the numerically solved level gives an $F^2$ only 0.22 times as large. The unscreened mobilities would then be about 4.5 times larger in magnitude. This ratio is for a flat-bottomed well. The electrons' own charge bends the band, with a field of up to $ne^2/\epsilon_0\epsilon_r=9$ meV/nm. In a self-consistent Hartree solution with the same barrier, the ratio is about 0.28 when the donors lie equally on both sides. When they lie on one side, it is about 0.8 at the doped interface and 0.08 at the other. The other corrections estimated here are smaller. With a gap of about 1.6 eV, the estimate $2(E_1+E_F)/E_g$, where $E_F=12$ meV, gives a mass shift of 6%. The second-order change of $E_1$ with height is $3\Delta/2L=4.5\%$ of the first-order one. The next subband lies 113 meV above the first for hard walls and about 66 meV above it with the 200 meV barrier, in both cases out of reach of elastic scattering at low temperature. The level broadening, taken from the total Gaussian scattering rate, is 9% of the Fermi energy, so lowest-order scattering is reasonable but not precise. The value of $a$ depends on how a sample was grown, and 15 nm is a choice, not a measured property of CdTe. These mobilities describe one scattering mechanism in a model and do not predict a sample's mobility.

None of these material details enters the objection to the top-hat itself. In silicon, germanium or a III-V channel, the part of $S(q)$ that the electrons sample at low temperature depends on their density, on how many valleys and subbands are occupied, and on any anisotropy of the mass. The size of an isotropic mass does not change $k_F$ at fixed density and fixed occupation of valleys and subbands. If $k_Fa$ is small they may never sample the negative part, and the calculated mobility may look sensible. The three heights on a line would still have a negative variance.
